# Angular Acceptance of a Multilayer Mirror Centred at Normal Incidence

**Question.** A multilayer mirror for extreme-ultraviolet light is centred on 13.5 nm at normal incidence. Its reflection band has a full width of 4 percent of that wavelength, measured between the points of half-maximum reflectance. The wavelength is held at 13.5 nm and the incident ray is tilted. At what angle does the reflectance fall to half its normal-incidence peak, and how does this angle scale with the bandwidth? Refraction may be neglected at first.

**Answer.** Tilting the mirror moves its reflection band to shorter wavelengths. The light stays at its own wavelength, so it is eventually left at the long-wavelength edge of the band. The estimate needs the rate at which the band moves and the distance from its centre to that edge.

### How far the band moves

Let $d$ be the period of the stack and $\theta$ the angle from the normal, measured in vacuum. Consider reflections from corresponding planes in two successive periods. One ray reflects at point $A$ on the upper plane. The other crosses that plane at $A$, reflects from the lower plane and returns to the upper plane at $C$. Without refraction its extra path inside the stack is $2d/\cos\theta$.

The first ray also travels while this happens. The distance $AC$ is $2d\tan\theta$, and its projection on the reflected direction is $2d\tan\theta\sin\theta$. The path difference is therefore

$$
\frac{2d}{\cos\theta}-2d\tan\theta\sin\theta
=\frac{2d(1-\sin^2\theta)}{\cos\theta}
=2d\cos\theta .
$$

Corresponding planes give the same reflection phase, so first-order constructive interference requires this difference to be one wavelength. The band centre is

$$
\lambda_c(\theta)=2d\cos\theta=\lambda_0\cos\theta,
\qquad \lambda_0=2d .
$$

For small angles in radians, $\cos\theta\approx1-\theta^2/2$, and the fractional shift is

$$
\frac{\lambda_0-\lambda_c}{\lambda_0}=1-\cos\theta\approx\frac{\theta^2}{2}.
$$

There is no linear term because tilts $+\theta$ and $-\theta$ are equivalent. This is why a mirror centred at normal incidence tolerates a fairly large tilt.

### Where the fixed wavelength leaves the band

Let $B$ be the full fractional bandwidth. At normal incidence the half-maximum edges lie at $\lambda_0(1\pm B/2)$. The centre can therefore move by $B/2$, not by $B$, before the light meets an edge:

$$
\frac{\theta_{1/2}^2}{2}=\frac B2,
\qquad
\boxed{\theta_{1/2}\approx\sqrt B}.
$$

For the mirror in question, the full band is $0.04\times13.5=0.540$ nm wide and the allowed shift is 0.270 nm. The angle is

$$
\theta_{1/2}\approx\sqrt{0.04}=0.200\ \text{rad}=11.5^\circ .
$$

This is a half-acceptance, measured from the normal to one side. Because of the square root, doubling the angle requires four times the bandwidth, and a small relative error in $B$ produces half that relative error in the angle.

The expansion of the cosine can be avoided. If the band keeps its fractional width and its peak reflectance as it moves, its long-wavelength edge reaches $\lambda_0$ when

$$
\lambda_0\left(1+\frac B2\right)\cos\theta_{1/2}=\lambda_0,
\qquad
\cos\theta_{1/2}=\frac1{1+B/2}.
$$

This gives 11.36 degrees. To find the correction for small $B$, put $\theta_{1/2}^2=B+cB^2$ and expand both sides to second order:

$$
1-\frac{B+cB^2}{2}+\frac{B^2}{24}
=1-\frac B2+\frac{B^2}{4}.
$$

Hence $c=-5/12$, and $\theta_{1/2}\approx\sqrt B\,(1-5B/24)$. At 4 percent bandwidth the correction is below 1 percent of the angle.

### Does the band keep its width?

The width depends on how strongly each interface reflects, and this changes with angle. Let the two layers have permittivities near one that differ by a small $\Delta\varepsilon$. With $k=2\pi/\lambda$, the normal wavevector in a layer is $k_z=k\sqrt{\varepsilon-\sin^2\theta}$. Its difference across an interface is about $k\Delta\varepsilon/(2\cos\theta)$, and its sum is about $2k\cos\theta$. For s polarization (electric field perpendicular to the plane of incidence) the reflection coefficient is the ratio of these:

$$
r_s\approx\frac{\Delta\varepsilon}{4\cos^2\theta}.
$$

For p polarization, $k_z/\varepsilon$ takes the place of $k_z$. Its relative difference is $\Delta\varepsilon/(2\cos^2\theta)-\Delta\varepsilon$, and half of this is the coefficient:

$$
r_p\approx\frac{\Delta\varepsilon(1-2\cos^2\theta)}{4\cos^2\theta}
=-\frac{\Delta\varepsilon\cos2\theta}{4\cos^2\theta}.
$$

Relative to normal incidence, the magnitudes change by about $+\theta^2$ for s and $-\theta^2$ for p. If $\Delta\varepsilon$ does not vary with wavelength, these changes cancel in the average at this order, so a constant fractional width is a reasonable approximation for unpolarized light at small angles.

A calculation for a finite, absorbing stack shows how well the estimate works. The model has 40 periods, with the more strongly refracting layer filling 0.40 of each period. The imaginary parts of the refractive indices are 0.006 in that layer and 0.002 in the other. The thickness-averaged real index is set to one, which removes the net refraction. The index contrast is adjusted to give the chosen $B$, and the period to centre the band.

The reflectance follows from adding one layer at a time, starting at the substrate. If $r$ is the amplitude reflected from everything below a layer of thickness $t$, and $f$ is the coefficient of its upper interface, the new amplitude is

$$
r'=\frac{f+r\,e^{2ik_zt}}{1+f\,r\,e^{2ik_zt}} .
$$

This includes multiple reflections and absorption. For unpolarized light the half-maximum angles are:

| Bandwidth | Stack | $\sqrt B$ |
|---|---:|---:|
| 3 percent | 9.8° | 9.9° |
| 4 percent | 11.3° | 11.5° |
| 5 percent | 12.6° | 12.8° |

In the 4 percent stack, the midpoint of the band has moved by 0.97 percent at 8 degrees and by 2.19 percent at 12 degrees. The quadratic law gives 0.97 and 2.19 percent at this precision.

### What refraction changes

Suppose next that the mean index $\bar n$ differs from one but does not vary with wavelength. For weak contrast, the phase gained in one period is set by the mean normal wavevector, and the Bragg condition becomes

$$
\lambda_c(\theta)=2d\sqrt{\bar n^2-\sin^2\theta}.
$$

The centred mirror now has $\lambda_0=2d\bar n$. Its edge condition is

$$
\left(1+\frac B2\right)\sqrt{1-\frac{\sin^2\theta_{1/2}}{\bar n^2}}=1,
$$

which rearranges to

$$
\sin\theta_{1/2}=\bar n\sqrt{1-\frac1{(1+B/2)^2}} .
$$

At small angles refraction multiplies the acceptance by about $\bar n$. In the example, the less refracting layer is given a real index of 0.999, and a contrast of 0.052 then produces the 4 percent band. The mean index is 0.978. The formula gives 11.1 degrees, as does the stack calculation.

Real indices vary with wavelength, and this matters at the same order. A useful second case is free-electron-like dispersion, in which $\varepsilon_j-1=\chi_j(\lambda/\lambda_0)^2$ in every layer $j$ and in the substrate, with constant $\chi_j$. Then

$$
k_{z,j}^2=\left(\frac{2\pi}{\lambda}\right)^2
\left[\cos^2\theta+\chi_j\frac{\lambda^2}{\lambda_0^2}\right]
=\left(\frac{2\pi\cos\theta}{\lambda}\right)^2
+\frac{4\pi^2\chi_j}{\lambda_0^2}.
$$

Angle and wavelength enter only through $\lambda/\cos\theta$. For s polarization the interface coefficients contain nothing but these wavevectors, so

$$
R_s(\lambda,\theta)=R_s(\lambda/\cos\theta,0).
$$

Within this model the condition $\cos\theta_{1/2}=1/(1+B/2)$ is exact for s polarization, even though the layers refract. With this dispersion law, refraction alters the period needed for centring but leaves the s edge angle unchanged. As the band moves to $\lambda_0\cos\theta$, the factor $\lambda^2$ in $\Delta\varepsilon$ also cancels the $1/\cos^2\theta$ growth of $r_s$. The s band then keeps its fractional width while the p band narrows, so the cancellation between s and p found for constant $\Delta\varepsilon$ no longer holds, and the unpolarized angle lies below the edge formula.

With the contrast readjusted to keep the bandwidth at 4 percent, the half-maximum angles are 11.4 degrees for s, 10.9 degrees for p and 11.1 degrees for unpolarized light. The propagation phases are the same for both polarizations, so the difference comes from the interface coefficients. The weak-contrast results above give $|r_p/r_s|\approx\cos2\theta$, which is about 0.92 near the edge.

### Centring and repeated reflections

The estimate is sensitive to the word "centred". With constant indices and no net refraction, multiplying the period by $1+\eta$ moves the band centre by the same factor, and the edge condition becomes

$$
(1+\eta)\left(1+\frac B2\right)\cos\theta_{1/2}=1,
\qquad
\theta_{1/2}^2\approx B+2\eta .
$$

The second form keeps first order in $B$ and $\eta$. For the 4 percent band, the edge condition gives 9.8 degrees when the period is 0.5 percent too short and 12.7 degrees when it is 0.5 percent too long.

A longer period thus buys acceptance at large angles, but it moves normal incidence towards the short-wavelength edge. At $\eta\approx B/2$ normal incidence lies on that edge, and the other edge is reached at $\theta\approx\sqrt{2B}$, or 16.2 degrees. To leading order, this is the widest range that still includes the normal at half-maximum reflectance.

The scaling also changes if the mirror is centred at an oblique angle $\theta_0$. With refraction again neglected, a small departure $\delta$ gives

$$
\frac{\cos(\theta_0+\delta)}{\cos\theta_0}
\approx1-\delta\tan\theta_0-\frac{\delta^2}{2}.
$$

When $\tan\theta_0\gg\sqrt B$, the linear term dominates and $|\delta|\approx B/(2\tan\theta_0)$, where $B$ is the bandwidth at $\theta_0$. The acceptance is then proportional to $B$, not to $\sqrt B$.

Several reflections narrow the range. If ten identical mirrors are all struck at the same angle, their combined throughput is half its normal-incidence value when

$$
\left[\frac{R(\theta)}{R(0)}\right]^{10}=\frac12,
\qquad
\frac{R(\theta)}{R(0)}=2^{-1/10}\approx0.93 .
$$

For the dispersive stack, with the two polarizations averaged at each reflection, this happens at 8.0 degrees. The $\sqrt B$ rule describes one mirror at half maximum and should not be read as the usable range of a projection system.

### Comparison with real mirrors

The usual mirrors for 13.5 nm are made of molybdenum and silicon, with a period of roughly 7 nm and several tens of periods. The refracting models have periods of 6.9 nm. Their index contrasts, 0.052 and 0.055, are low beside the rough value of 0.08 for the bulk materials, because they were adjusted to give a 4 percent band. Their peak reflectances, 0.61 and 0.63, are also below the roughly 0.7 of good mirrors. Silicon has an absorption edge near 12 nm, so neither a constant index nor the $\lambda^2$ law can be relied on across the band. Both models give 11.1 degrees for unpolarized light, 3 to 4 percent below the simple estimate. At a fixed wavelength, dispersion cannot change how the reflectance of a given stack varies with angle. It enters only through the contrast and period needed for a centred 4 percent band. Since both models use simplified optical constants, their agreement does not show that a real mirror has the same correction. If the mean index falls with wavelength faster than the $\lambda^2$ law gives, as it can near the silicon edge, the spectral band narrows while the angular curve is unchanged, so the correction to $\sqrt B$ can be smaller or even of opposite sign. A period error of 0.5 percent has a larger effect, more than 1 degree. Roughness and interdiffusion are left out of the models; where they change the measured bandwidth, that bandwidth is the one to use in $\sqrt B$.
